Spiral steps as a level set: loops from a dislocation pair

A smooth crystal face growing from vapour can advance by the motion of atomic steps. A screw dislocation that meets the surface pins the end of one step, which cannot grow away and winds into a spiral. If two dislocations of opposite sign are joined by a step, the step bows out and, if they are far enough apart, passes round both of them and meets itself on the far side. There it should divide into a closed loop, which runs outwards, and a new step joining the pair. A program that stores the step as a chain of points must detect the meeting and cut the chain by hand. The question is whether one smooth function on a grid can carry the steps so that the cutting happens by itself, and when the pair emits loops at all.

**Four grid points round one dislocation**

Place a dislocation at the centre of a square grid cell. Seen from it, the corners 1, 2, 3, 4 lie at angles θ = π/4, 3π/4, 5π/4, 7π/4. Give every corner the same number u, and define

ψ = u − θ, with a step wherever ψ is a multiple of 2π.

Height rises by one step for each 2π of ψ. The angle jumps by 2π somewhere, but its change along an edge does not depend on where: it is +π/2 from each corner to the next, counterclockwise. So ψ changes by δ = −π/2 on every edge.

Let Φ be ψ reduced to the range 0 to 2π. The number of steps crossed from corner a to corner b, counted positive upwards, is

N = (Φ_a + δ − Φ_b)/2π.

For u = 0 the four Φ are 7π/4, 5π/4, 3π/4, π/4. Edge 1→2 gives (7/4 − 1/2 − 5/4)/2 = 0, and 2→3 and 3→4 also give 0. Edge 4→1 gives (1/4 − 1/2 − 7/4)/2 = −1. One step leaves the dislocation through the right-hand edge.

Now raise u to π/2. The four Φ become π/4, 7π/4, 5π/4, 3π/4, and the −1 moves to edge 1→2, the top edge. The step has turned by a quarter circle. Raising u by 2π turns it once and adds one layer.

The four values of N add up to −1 in both cases, because the Φ cancel round the circuit and the δ add up to −2π. A step therefore ends in this cell whatever u is. In a cell without a dislocation the sum is zero, so no step can end there.

**Two steps meeting, by hand**

Let two steps face each other across a low terrace, at x = ±X. Suppose they are nearly straight, nearest at y = 0, and moving at speed v0:

X(y,t) = X0 + a y² − v0 t, with a|y| ≪ 1.

Measure ψ from the multiple of 2π that marks the steps, and let it rise with slope g away from the middle:

ψ = g(|x| − X) = g(|x| − a y² + s), s = v0 t − X0.

For s < 0 the steps ψ = 0 are |x| = a y² − s = a y² + |s|: one curve on the left and one on the right. For s > 0 the same equation has solutions only where y² ≥ s/a. There is now an upper curve and a lower curve, each crossing x = 0. Left and right have become upper and lower, although nothing happened to ψ except a steady rise. Step curvature, neglected here, then rounds the sharp tips at y = ±√(s/a).

The grid must let the valley at x = 0 fill. Take three neighbouring values 1, 0, 1 at unit spacing. The central slope at the middle is (1 − 1)/2 = 0, so the valley would never rise. The slope towards a higher neighbour is 1, and it does rise. The numerical method must therefore look towards the higher terrace, from which the growth arrives.

**The general equation**

For dislocations at points a_j with signs m_j = ±1, let

θ(x) = Σ m_j arg(x − a_j), ψ = u − θ.

Here u is single valued, while θ is defined up to multiples of 2π. The gradient of θ has no such ambiguity.

Steps move towards the lower side, along the unit normal n = −∇ψ/|∇ψ|. A point riding on a step keeps its value of ψ:

0 = ψ_t + V n·∇ψ = ψ_t − V|∇ψ|, so ψ_t = V|∇ψ|.

The dislocations are fixed, so ψ_t = u_t.

The speed follows from thermodynamics. An island of radius R has the free energy

F = 2πRβ − πR²Δμ/A,

where β is the step energy per length, Δμ the driving force per molecule and A the area per molecule. Setting dF/dR = 2πβ − 2πRΔμ/A = 0 gives the critical radius r_c = βA/Δμ. A step of curvature κ, positive for a convex island, keeps the driving force Δμ − βAκ = Δμ(1 − r_c κ). If the speed is proportional to that force and depends on nothing farther away,

V = v0(1 − r_c κ), κ = div n = −div(∇ψ/|∇ψ|).

Hence

u_t = v0|∇ψ| [1 + r_c div(∇ψ/|∇ψ|)].

At the outer wall the normal derivative of ψ is set to zero, so steps meet it at right angles. The model has isotropic step energy, no nucleation and no noise.

For computation the curvature term is expanded. Differentiating the quotient gives

|∇ψ| div(∇ψ/|∇ψ|) = ψ_xx + ψ_yy − (ψ_x²ψ_xx + 2ψ_xψ_yψ_xy + ψ_y²ψ_yy)/|∇ψ|².

Over the common denominator ψ_x² + ψ_y², the terms ψ_x²ψ_xx and ψ_y²ψ_yy cancel, leaving

(ψ_y²ψ_xx − 2ψ_xψ_yψ_xy + ψ_x²ψ_yy)/|∇ψ|².

The algorithm is then as follows.

1. Store the change of θ on every grid edge, with the 2π jump removed, and subtract it from the change of u.
2. Form |∇ψ| from slopes towards higher neighbours, corrected to second order, and the curvature term from central differences.
3. Advance u by a time step h²/(4v0 r_c), where h is the grid spacing. The curvature term acts as diffusion along the step, so the stable time step scales as h².
4. To see the steps, compute N on all edges and join neighbouring cells through edges with N ≠ 0. A connected set that touches neither wall nor dislocation is a closed loop.

From here on, lengths are in r_c and times in r_c/v0.

**Two cases with known answers**

For a circular island dR/dt = 1 − 1/R. Then dt = R dR/(R − 1) = [1 + 1/(R − 1)]dR, and

t = R − R0 + ln[(R − 1)/(R0 − 1)].

With R0 = 2 and t = 3 this gives R = 3.9263, since 1.9263 + ln 2.9263 = 3.000. The grid calculation gave 3.9262.

For a single spiral that turns rigidly, put ψ = ωt − f(r) − θ and q = r f′(r). In polar components ∇ψ = −(q, 1)/r, so |∇ψ| = √(1+q²)/r, and

div(∇ψ/|∇ψ|) = −(1/r) d/dr[r q/√(1+q²)] = −q/(r√(1+q²)) − q′/(1+q²)^(3/2).

Insert this in u_t = ω and multiply by r/√(1+q²):

ωr/√(1+q²) = 1 − q/(r√(1+q²)) − q′/(1+q²)^(3/2).

Multiplying by (1+q²)^(3/2) and solving for q′,

q′ = (1+q²)[√(1+q²) − q/r − ωr].

Near the centre q′ = 1 − q/r, whose regular solution is q = r/2. Far out the bracket must stay small, so q ≈ ωr and f′ ≈ ω; neighbouring arms are then 2π/ω apart. Too small an ω sends q to infinity at finite r, and too large an ω drives it below zero. Shooting between the two gives ω = 0.330958, hence a period of 18.985 and an arm spacing of the same number. The grid, with spacing 0.2, gave 0.3358, which is 1.5 % faster.

**When the pair emits**

Let the dislocations be a distance d apart on the x axis, the left one positive and the right one negative, and start with u = π everywhere. At a point above the axis θ = −α, where α is the angle under which the pair is seen. So ψ = π + α. On the segment between the dislocations α = π and ψ = 2π: the initial step is that straight segment, and it moves upwards, where ψ is lower.

By the inscribed-angle theorem, the curves of constant α are circular arcs through both dislocations, with radius R given by d = 2R sin α. An arc is at rest if R = 1, which requires sin α = d/2. This has solutions only for d ≤ 2.

For d < 2 there are two such arcs. In terms of its height y, an arc has R = (y² + d²/4)/(2y). Flat arcs have R > 1 and advance. Between the two resting arcs R < 1, and arcs retreat. Beyond the higher one R > 1 again, and they escape. Under this velocity law steps cannot pass through each other, so these arcs act as barriers. A step that starts straight stops at the lower arc, of height 1 − √(1 − d²/4), and the pair is inert.

A step at rest must have κ = 1 everywhere, so it can only be an arc with R = 1. For d > 2 every arc through both points has R ≥ d/2 > 1, so no resting shape exists and the step is not stopped.

The threshold was tested without any level-set function, by following the step as a moving curve up to first contact. At d = 1.9 it stopped at height 0.6877, against 0.6878 from the formula. At d = 2.1 it met itself at t = 26.85. About 10 of these time units are spent passing the tightest shape, close to the semicircle, which would move at only 1 − 2/2.1 ≈ 0.05: the apex slows to 0.06 near height 1.05 and takes from t = 1.7 to t = 11.5 to rise from 0.7 to 1.5. The remainder is the winding round both dislocations; a pair with d = 5 needs 17.4 units in all.

The inert pair offers a sharper test of the grid. Curves of ψ that start outside the higher resting arc, with α < arcsin(d/2), escape once. The far value of ψ therefore rises from π to π + arcsin(d/2) and stops. For d = 1.2450 the predicted rise is 0.6719 rad, about a tenth of a layer. The grid gave 0.6738 rad, and no closed loop appeared at any check. The same reasoning shows a condition on the word inert: a step that starts outside the higher arc does escape once.

**A pair on CdTe(111)**

Take vapour growth close to equilibrium at 673 K, where kT = 0.05799 eV, with rough values: lattice constant 0.648 nm, β = 0.10 eV/nm, supersaturation 0.05, and an illustrative step speed v0 = 40 nm/s, which is probably too high for this temperature, as the last section shows. The bilayer height is 0.648/√3 = 0.3741 nm, and the area per Cd–Te pair is (√3/4)(0.648)² = 0.1818 nm². Then

Δμ = kT ln 1.05 = 0.00283 eV,
r_c = βA/Δμ = 6.43 nm (from unrounded values).

The critical separation is 2r_c = 12.9 nm, and the time unit is r_c/v0 = 0.1606 s. The inert pair above is 8 nm apart. A pair 50 nm apart has d = 7.78 and should emit.

It does. On a grid of spacing 0.278, reconnections occurred at t = 18.44, 36.78 and 54.93, which is 2.96, 5.91 and 8.82 s. At each one a new closed loop appeared, while a step still joined the two dislocations. Each loop was tested for signed crossings: going outwards there is one step down on the right of the pair and one on the left, so the loop encloses both. The first measured 200 by 157 nm when it was first seen, about 3 % less than the moving curve gives. Between the last two events a fixed point of the surface gained 1.0009 layers, as one passing loop per period requires.

The last period is 18.15 units or 2.915 s, so the growth rate is 0.3741/2.915 = 0.128 nm/s, or 0.46 µm/h. The period is 4.4 % shorter than that of a single spiral. Only part of this is an effect of one dislocation on the other. The moving curve meets itself first at t = 19.16, and the grid puts this event at 18.44, which is 3.8 % early. If the moving curve is cut at each contact and followed further, its period is 18.66, or 1.7 % shorter than that of a single spiral. At d = 14 the difference has almost vanished. The remaining 2.7 % is numerical and comes mainly from the coarse grid: with the spacing reduced to 0.156, the period lengthens to about 18.4. Meetings were also looked for only every 0.19 time units, about 1 % of a period. With the period 18.66 × 0.1606 = 3.00 s, the rate is 0.125 nm/s.

**Thermal fluctuations of the step**

A pinned step also wanders thermally. Displace its midpoint by y: each half, of length d/2, lengthens by y²/d, and the energy rises by 2βy²/d. In thermal equilibrium the mean of this energy is kT/2, so

⟨y²⟩ = kT d/(4β).

For the 50 nm step this is 0.05799 × 50/0.40 = 7.25 nm², a wander of 2.69 nm. Divided by v0, it is a time shift of 0.067 s, about 2 % of the period. The estimate holds for a nearly straight step at rest, and gives only the scale of the jitter in a growing one. New layers from chance nucleation are negligible here: the maximum of F is πβr_c = 2.02 eV, or 34.8 kT. This barrier scales as β², and β is only a rough value: at 0.08 eV/nm the barrier falls to 22 kT, and nucleation would then compete with the dislocation pair.

**Beside the real material**

The parameters describe hot, nearly equilibrated vapour growth. At the same temperature and far higher supersaturation r_c is smaller, and these numbers do not apply. The chosen speed also fixes a vapour pressure. If a step collects molecules from a diffusion length of 10 nm on each side, v0 requires an equilibrium flux of 40/(2 × 10 × 0.1818 × 0.05) = 220 pairs per nm² and second, or about 2 × 10⁻⁴ Torr of cadmium. The equilibrium cadmium pressure over CdTe that sublimes congruently at 673 K is only of the order of 10⁻⁵ Torr or less. With the same supersaturation and diffusion length, real steps would therefore be ten or more times slower. The times in seconds above scale as 1/v0 and the growth rate as v0, while r_c and the critical separation do not depend on v0.

A real crystal need not have an isotropic step energy. A threefold variation of β by 5 %, β(1 + 0.05 cos 3φ), changes the stiffness β + β″ by up to 0.05 × (9 − 1) = 40 %. The stiffness replaces β in the curvature term, so the local radius of curvature of a resting step changes by as much. For this purely threefold form the threshold does not change, though a sixfold part of β would shift it. On a resting step the total driving force across the pair, dΔμ/A, is balanced by the pull at its two ends. That pull cannot exceed β(φ) + β(φ + π), with φ the direction of the line joining the pair. It reaches this value, with both ends at right angles to the line, only if the sideways forces β′(φ) and β′(φ + π) cancel. Since cos 3φ and its derivative change sign when φ grows by π, they do cancel, the sum is 2β, and the largest d with a resting step is still 2r_c. For a rough shear modulus of 10 GPa, the dislocation's strain energy takes about 10 % of the driving force at the distance r_c, and more closer in. With the same modulus, two opposite screw dislocations attract each other with a shear stress of about 90 MPa at 8 nm and 15 MPa at 50 nm. In hot CdTe this can make them glide together and annihilate, so the model applies only to pairs that are held in place. Diffusion on the terraces lowers the flux to a step of radius 2r_c by 6 %.

Two approaching steps also share the terrace between them. With diffusion length x_s and gap g, each moves at v0[1 + tanh(g/2x_s)]/2. Since 2/(1 + tanh z) − 1 = e^(−2z), contact is delayed by

∫ e^(−g/x_s) dg/(2v0) = x_s/(2v0) = 0.125 s,

with g running from 0 to ∞. That is 4 % of the period. In this example these corrections change the rate and shape of emission; near d = 2r_c the strain energy can decide whether the pair emits at all. The numerical output follows.

Numbers as computed

```
INPUTS (rough typical values)
temperature 673 K, kT 0.05799 eV
lattice constant 0.648 nm
step energy 0.10 eV/nm, supersaturation 0.05
straight-step speed 40 nm/s, diffusion length 10 nm
active pair 50 nm, inert pair 8 nm
DERIVED SCALES
bilayer height 0.3741 nm
area per pair 0.1818 nm2
driving force 0.002830 eV per pair
critical radius rc 6.426 nm
critical separation 2rc 12.852 nm
time unit rc/v0 0.1606 s
TESTS (lengths in rc, times in rc/v0)
island radius at t=3: grid 3.9262, law 3.9263
spiral frequency: shooting 0.330958, grid 0.3358
spiral period 18.985, far arm spacing same number
d=1.9: apex 0.6877, arc formula 0.6878
d=2.1: moving curve meets itself at t=26.85
inert pair d/rc 1.2450, closed loops 0 at all checks
inert far rise: grid 0.6738, arcsin 0.6719 rad
active pair d/rc 7.7811, grid spacing 0.2779
first contact: grid 18.44, curve 19.16
reconnections at t = 18.44, 36.78, 54.93
time resolution of reconnections 0.193
emission period, last two loops 18.15
layers gained at probe in that period 1.0009
EXAMPLE IN LABORATORY UNITS
reconnection times 2.96, 5.91, 8.82 s
first loop at birth 200 x 157 nm
third loop at birth 204 x 159 nm
emission period 2.915 s
growth rate 0.1283 nm/s = 0.462 um/h
far step spacing 122.0 nm
NEGLECTED EFFECTS
stiffness change for 5% threefold energy 40 %
strain energy at r=rc / driving force 0.097
  (rough shear modulus 10 GPa, b 0.458 nm)
diffusion flux factor at radius 2rc 0.940
contact delay by shared terrace 0.125 s
largest Gibbs-Thomson nonlinearity 0.61 % of v0
thermal midpoint wander of pinned step 2.69 nm
  as a time shift 0.067 s
2D nucleation barrier 2.019 eV = 34.8 kT
implied equilibrium flux 220 pairs/(nm2 s)
implied Cd pressure 1.72e-04 Torr
```
